# The Closed-Shell Orbital Gradient, Redundant Rotations and Brillouin's Theorem

A self-consistent-field calculation has to decide when to stop. A small change in energy between two iterations may mean that the orbitals have converged, or merely that the last step was short. A safer criterion asks whether any allowed change of the orbitals would still lower the energy to first order. To apply it one must know which changes count and what the derivative is. For a real closed-shell determinant, the changes that count mix occupied with virtual orbitals, and the derivative is four times the corresponding Fock matrix element.

## Determinants from an exponential

Let \(\phi_p\) be real orthonormal orbitals spanning a fixed finite space. Indices \(i,j,k\) denote the \(n_o\) occupied orbitals, \(a,b\) the \(n_v\) virtual ones, and \(p,q,r,s\) any of them. The reference \(|0\rangle\) has every occupied orbital filled with both spins. With \(E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}\), the spin-free Hamiltonian is

\[
H=\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqrs}(pq|rs)\,(E_{pq}E_{rs}-\delta_{qr}E_{ps})+E_{\rm nuc}. \tag{1}
\]

In \((pq|rs)\), the orbitals \(p,q\) belong to one electron and \(r,s\) to the other. Real orbitals allow the exchanges \(p\leftrightarrow q\), \(r\leftrightarrow s\) and \(pq\leftrightarrow rs\).

Take a real antisymmetric matrix \(\kappa\) and define

\[
\hat\kappa=\sum_{pq}\kappa_{pq}E_{pq},\qquad |\kappa\rangle=e^{\hat\kappa}|0\rangle . \tag{2}
\]

Since \(E_{pq}^\dagger=E_{qp}\), antisymmetry gives \(\hat\kappa^\dagger=-\hat\kappa\). The exponential is therefore unitary and preserves the norm.

To see that \(|\kappa\rangle\) is again a determinant, use the anticommutation rules. For equal spins,

\[
a_p^\dagger a_q a_r^\dagger-a_r^\dagger a_p^\dagger a_q
=a_p^\dagger(\delta_{qr}-a_r^\dagger a_q)+a_p^\dagger a_r^\dagger a_q=\delta_{qr}a_p^\dagger ,
\]

and unequal spins give zero. Hence \([\hat\kappa,a^\dagger_{q\sigma}]=\sum_p a^\dagger_{p\sigma}\kappa_{pq}\). The operator \(a^\dagger_{q\sigma}(t)=e^{t\hat\kappa}a^\dagger_{q\sigma}e^{-t\hat\kappa}\) then obeys the linear equation \(\dot a^\dagger_{q\sigma}(t)=\sum_p a^\dagger_{p\sigma}(t)\kappa_{pq}\). Its solution at \(t=1\) is

\[
e^{\hat\kappa}a^\dagger_{q\sigma}e^{-\hat\kappa}=\sum_p a^\dagger_{p\sigma}U_{pq},\qquad U=e^{\kappa}. \tag{3}
\]

Write \(|0\rangle\) as a product of creation operators on the vacuum and insert \(e^{-\hat\kappa}e^{\hat\kappa}\) between them. Because \(\hat\kappa\) annihilates the vacuum, \(|\kappa\rangle\) is the determinant built from

\[
\phi_q'=\sum_p\phi_pU_{pq}. \tag{4}
\]

The matrix \(U\) is orthogonal, so the new orbitals remain orthonormal without constraints or Lagrange multipliers. The choice \(e^{+\hat\kappa}\) fixes the sign of the gradient below; with \(e^{-\hat\kappa}\) it would be reversed.

## Which rotations are redundant

Suppose first that \(\kappa\) has only occupied-occupied and virtual-virtual blocks. Then \(\hat\kappa\) is a sum of terms \(\kappa_{ij}(E_{ij}-E_{ji})\) with \(i\ne j\), and similar terms with \(a,b\). The former vanish on \(|0\rangle\), because an electron would have to enter a spin orbital that is already full. The latter vanish because they remove an electron from an empty orbital. Thus

\[
\hat\kappa|0\rangle=0\quad\Rightarrow\quad e^{\hat\kappa}|0\rangle=|0\rangle . \tag{5}
\]

In determinant language, an orthogonal mixing \(W\) of the occupied orbitals multiplies the product for each spin by \(\det W\). The two spins together give \((\det W)^2=1\). For a pair of orbitals, the argument needs each spin to occupy either both of them or neither. It therefore also covers two singly occupied orbitals with parallel spins, but it does not carry over to a doubly occupied orbital paired with a singly occupied one, nor to a determinant with two singly occupied orbitals of opposite spin.

It remains to show that the elements \(\kappa_{ai}\) are sufficient. Let an arbitrary orthogonal \(U\) define a target determinant. Split its first \(n_o\) columns into \(T\), the occupied rows, and \(S\), the virtual rows. Orthonormality means \(T^TT+S^TS=1\). Use the polar form \(T=PW\), with \(P\) symmetric and positive semidefinite and \(W\) orthogonal. Mixing the occupied columns by \(W^T\) leaves the target determinant unchanged and turns the columns into

\[
\begin{pmatrix}P\\Y\end{pmatrix},\qquad Y=SW^T,\qquad P^2+Y^TY=1. \tag{6}
\]

The last relation is the orthonormality condition multiplied by \(W\) on the left and \(W^T\) on the right. It shows that no singular value of \(Y\) exceeds one, so we may write \(Y=L\sin\theta\,R^T\) with angles between \(0\) and \(\pi/2\). Here \(R\) is orthogonal. If \(n_v<n_o\), the surplus columns of \(R\) have zero angle and no partner in \(L\). Since \(P^2=R\cos^2\theta\,R^T\) and \(P\) has no negative eigenvalue, \(P=R\cos\theta\,R^T\).

Now choose

\[
X=L\theta R^T,\qquad
\kappa=\begin{pmatrix}0&-X^T\\X&0\end{pmatrix}. \tag{7}
\]

For a matched pair of columns \(r_k\) of \(R\) and \(l_k\) of \(L\), this matrix sends \((r_k,0)\) to \(\theta_k(0,l_k)\), and \((0,l_k)\) to \(-\theta_k(r_k,0)\). It generates a plane rotation:

\[
e^\kappa\begin{pmatrix}r_k\\0\end{pmatrix}
=\cos\theta_k\begin{pmatrix}r_k\\0\end{pmatrix}
+\sin\theta_k\begin{pmatrix}0\\l_k\end{pmatrix}. \tag{8}
\]

Multiplying by \(r_k^T\) and summing over \(k\) reproduces the columns in (6). Every real closed-shell determinant in the orbital space is therefore reached with \(X_{ai}=\kappa_{ai}\) alone. There are \(n_on_v\) such parameters. Near the reference none can be spared, because the states \(E_{ai}|0\rangle\) are mutually orthogonal and nonzero. The angles \(\theta_k\) measure how far the new occupied space is turned from the old one.

## The energy and its first derivative

We need the energy of a closed-shell determinant. Let \(n_p\) be one for occupied and zero for virtual orbitals. Then \(\langle0|E_{pq}|0\rangle=2n_p\delta_{pq}\). In \(\langle0|E_{pq}E_{rs}|0\rangle\), the operator \(E_{rs}\) either leaves the determinant unchanged or makes a single excitation that \(E_{pq}\) must undo:

\[
\langle0|E_{pq}E_{rs}|0\rangle
=4n_pn_r\delta_{pq}\delta_{rs}+2n_p(1-n_q)\delta_{ps}\delta_{qr}.
\]

The factor 2 in the second term counts the two spins. Subtracting \(\delta_{qr}\langle0|E_{ps}|0\rangle=2n_p\delta_{ps}\delta_{qr}\) leaves \(4n_pn_r\delta_{pq}\delta_{rs}-2n_pn_q\delta_{ps}\delta_{qr}\). Inserting this in (1) gives

\[
E=2\sum_i h_{ii}+\sum_{ij}\left[2(ii|jj)-(ij|ji)\right]+E_{\rm nuc}. \tag{9}
\]

By (4), the same expression holds for \(|\kappa\rangle\) with the rotated orbitals.

Let \(\kappa_{ai}=t\) and \(\kappa_{ia}=-t\), with all other elements zero. To first order \(\phi_i'=\phi_i+t\phi_a\), while the other occupied orbitals do not change. The one-electron energy contributes

\[
2(h_{ai}+h_{ia})=4h_{ai}.
\]

In the Coulomb sum, \(\phi_i\) can be replaced by \(\phi_a\) in any of four positions. Integral symmetry makes the four results equal, each being \(\sum_j(ai|jj)\); with the prefactor 2 they give \(8\sum_j(ai|jj)\). The exchange sum also has four equal replacements and gives \(-4\sum_j(aj|ji)\). Define the closed-shell Fock matrix by

\[
F_{pq}=h_{pq}+\sum_j\left[2(pq|jj)-(pj|jq)\right]. \tag{10}
\]

Adding the three contributions yields

\[
\boxed{\left.\frac{\partial E}{\partial\kappa_{ai}}\right|_{\kappa=0}=4F_{ai}.} \tag{11}
\]

One factor of 2 comes from the two spins. The other comes from the two places, bra and ket, in which a real orbital changes. The derivative with respect to an occupied-occupied or virtual-virtual parameter is zero by (5).

The formula refers to \(\kappa=0\). After a finite step, the rotated orbitals should become the new reference and a fresh exponential should start from them. The derivative with respect to that new parameter is then \(4F_{ai}\) in the new orbitals. It is not in general the derivative with respect to the old parameter, because \(e^{\kappa+\delta}\) differs from \(e^\kappa e^\delta\) when \(\kappa\) and \(\delta\) do not commute.

## Brillouin's theorem

The same derivative can be read as a coupling between many-electron states. Expanding the exponentials gives

\[
E(\kappa)=E(0)+\langle0|[H,\hat\kappa]|0\rangle
+\tfrac12\langle0|[[H,\hat\kappa],\hat\kappa]|0\rangle+\cdots . \tag{12}
\]

For the single rotation above, \(\hat\kappa=t(E_{ai}-E_{ia})\), so

\[
\frac{\partial E}{\partial\kappa_{ai}}
=\langle HE_{ai}\rangle-\langle HE_{ia}\rangle
-\langle E_{ai}H\rangle+\langle E_{ia}H\rangle,
\]

with all averages taken in \(|0\rangle\). The second term vanishes because \(E_{ia}|0\rangle=0\). The third vanishes because \(\langle0|E_{ai}\) is the adjoint of that zero vector. The remaining two are complex conjugates and real, hence equal:

\[
\frac{\partial E}{\partial\kappa_{ai}}=2\langle0|HE_{ai}|0\rangle . \tag{13}
\]

Comparison with (11) gives \(\langle0|HE_{ai}|0\rangle=2F_{ai}\). The state \(E_{ai}|0\rangle\) is a sum of two orthonormal determinants, one for each spin, so the normalized singlet excitation is \(|S_i^a\rangle=E_{ai}|0\rangle/\sqrt2\). Therefore

\[
\langle0|H|S_i^a\rangle=\sqrt2\,F_{ai},\qquad
\frac{\partial E}{\partial\kappa_{ai}}=2\sqrt2\,\langle0|H|S_i^a\rangle . \tag{14}
\]

The closed-shell energy is stationary if and only if \(H\) has no matrix element between \(|0\rangle\) and any singlet single excitation. This is Brillouin's theorem together with its converse. The triplet combination with zero spin projection is the difference of the two spin excitations. Their couplings are equal by spin-exchange symmetry and cancel, whether or not the orbitals are converged.

## What stationarity fixes

The condition \(F_{ai}=0\) concerns one block of \(F\). The occupied-occupied and virtual-virtual blocks may still have off-diagonal elements. Redundant rotations leave the density, and hence the Fock operator, unchanged. They can be used to diagonalize these two blocks and obtain canonical orbitals and orbital energies. Demanding a diagonal \(F\) is thus a choice of orbitals added to the stationary condition.

A convergence test can avoid this choice. Let \(D\) be the projector on the occupied orbitals, with \(D_{pq}=n_p\delta_{pq}\) in the present basis. Then

\[
[F,D]_{pq}=F_{pq}(n_q-n_p),\qquad
\|[F,D]\|^2=2\sum_{ai}F_{ai}^2, \tag{15}
\]

where the norm is the root of the sum of squared elements. The commutator retains just the elements that enter the gradient.

Near a minimum with a positive definite Hessian \(M\) in the \(\kappa_{ai}\), a small displacement \(\delta\) has gradient \(g=M\delta\) and energy error \(\tfrac12\delta^TM\delta\), to leading order. The energy error is quadratic in the displacement, while the gradient is linear. The energy can therefore look settled while the orbitals are still measurably wrong.

Redundancy also needs care at second order. Let \(A\) contain occupied-virtual elements only, let \(B\) be block diagonal, and put both in one exponential, \(\kappa=tA+sB\). From (12), the mixed derivative at zero is

\[
\frac{\partial^2E}{\partial t\,\partial s}
=\tfrac12\langle[[H,\hat A],\hat B]\rangle+\tfrac12\langle[[H,\hat B],\hat A]\rangle .
\]

The first term is zero since \(\hat B|0\rangle=0\) and \(\langle0|\hat B=0\). For the second, the Jacobi identity gives \([[H,\hat B],\hat A]=[[H,\hat A],\hat B]+[H,[\hat B,\hat A]]\), whose first part again averages to zero. The commutator \([\hat B,\hat A]\) is the operator (2) belonging to the matrix \([B,A]\), which has occupied-virtual elements only. Applying (11) along this direction gives

\[
\frac{\partial^2E}{\partial t\,\partial s}=2\sum_{ai}F_{ai}[B,A]_{ai}. \tag{16}
\]

This vanishes at a stationary point but generally not elsewhere. The block-diagonal parameters do nothing when they act alone on \(|0\rangle\), yet inside a mixed exponential they alter the path taken by the occupied space. Omitting them loses no determinant, as (7) shows, and removes these spurious couplings from the Hessian.

For a randomly rotated LiH reference, finite differences and (16) both gave 0.558940 hartree. At the converged orbitals the numerical derivative was about \(-4\times10^{-9}\) hartree. The numerical check also checks (3)–(5), (7)–(9), (11), (13), (14) and the vanishing triplet coupling against explicit many-electron matrices; it does not test (15).

## An ionic starting determinant for LiH

Consider LiH at a chosen distance of 1.60 Å in the STO-3G basis, with Li at the origin and H on the positive \(z\) axis; reversing the axis reverses the sign of every Li 2p\(_z\) entry below. There are six orbitals, two occupied and four virtual. Of the 15 possible rotation parameters, \(2\times4=8\) are occupied-virtual. All six basis functions are symmetrically orthogonalized together, and the starting determinant doubly occupies the two that derive from Li 1s and H 1s; the other four are the virtual orbitals. Counted in these orthogonalized functions it is Li⁺H⁻, and we call it ionic in that sense. The two occupied functions carry tails of the other basis functions, so this is not the determinant of the unmodified Li 1s and H 1s functions. All energies below are in hartree.

The gradient elements \(4F_{ai}\) are:

| Virtual orbital | from Li 1s | from H 1s |
|---|---:|---:|
| Li 2s | −1.2700 | −0.6673 |
| Li 2p\(_z\) | 0.0236 | −0.8229 |
| Li 2p\(_x\), 2p\(_y\) | 0 | 0 |

The zeros follow from symmetry. Reflection through a plane containing the molecular axis leaves the occupied orbitals and the Fock operator unchanged, but reverses the p orbital perpendicular to that plane. Such a zero says nothing about the curvature in that direction.

For the rotation of H 1s towards Li 2s, the one-electron, Coulomb and exchange parts of (10) are

\[
F_{ai}=-0.163046-0.022594+0.018806=-0.166834 .
\]

Multiplication by four gives a gradient of \(-0.667336\), and multiplication by \(\sqrt2\) gives a singlet coupling of \(-0.235939\). The negative gradient means that a small positive \(\kappa_{ai}\) lowers the energy. Direct rotation by \(\pm0.01\) confirms the slope:

\[
\frac{-7.12825546-(-7.11490980)}{0.02}=-0.66728 .
\]

The difference from \(4F_{ai}\) is about \(5\times10^{-5}\), which a central difference with a finite step permits through its cubic term.

The same energies, with \(E(0)=-7.12149870\), give the curvature along this one rotation:

\[
\frac{-7.12825546-7.11490980+2(7.12149870)}{(0.01)^2}\approx-1.68 .
\]

It is negative. A Newton step using this parameter alone would be \(-(-0.667)/(-1.68)\approx-0.40\), in the direction that initially raises the energy. Far from convergence the gradient gives a reliable downhill direction for a sufficiently small step, whereas an unmodified Newton step need not.

The RHF energy in this basis is \(-7.861865\), so the starting determinant lies \(0.740366\) above it. This gap does not measure the error of an ionic description: the determinant of the unmodified Li 1s and H 1s functions has energy \(-7.5987\), only \(0.263\) above RHF. Equation (7) supplies an occupied-virtual rotation from the orthogonalized starting determinant to the RHF determinant. Its nonzero elements, in radians, are:

| Virtual orbital | from Li 1s | from H 1s |
|---|---:|---:|
| Li 2s | 0.117 | 0.598 |
| Li 2p\(_z\) | −0.039 | 0.520 |

In this example each has the sign opposite to its gradient element, which nothing guarantees for a finite rotation, and the sizes do not follow the gradient. The largest gradient element, −1.27, belongs to a rotation of only 0.117. The linear estimate of the energy change is the sum of products of corresponding entries of the two tables, formed before rounding,

\[
-0.148-0.399-0.001-0.428=-0.976,
\]

compared with the actual \(-0.740\). The rotation is too large for first-order theory: its two angles are 45.6° and 6.0°. Applying the full exponential reproduces the RHF energy to the printed digits, and in the converged canonical RHF orbitals, which define the same determinant, the largest singlet coupling is \(7\times10^{-10}\).

A search that raised the energy instead found another stationary determinant at \(-1.350132\). Its largest singlet coupling is \(2\times10^{-7}\), so it satisfies Brillouin's condition to numerical accuracy. Yet a rotation of 0.05 rad in one parameter lowers the energy: to \(-1.358808\) in the orbitals in which the search happened to end, and to \(-1.3687\) in the canonical orbitals of the same determinant, since what counts as one parameter depends on the choice of orbitals within the occupied and virtual spaces. It is not a minimum. A vanishing gradient must be supplemented by a Hessian test if a minimum is required, and a test restricted to real closed-shell rotations does not examine complex or spin-polarized changes.

These energies belong to a minimal basis and a single determinant. At the same distance the RHF energy falls by about \(0.125\), to \(-7.987\), in the cc-pVTZ and cc-pVQZ bases, and full configuration interaction within STO-3G lowers it by \(0.020\), to \(-7.882\). The values above serve to illustrate the gradient rather than to predict the energy of the molecule.

## Values computed for the example and the checks

```
Li-H distance: 1.60 angstrom
orbitals, occupied, virtual: 6, 2, 4
all rotation parameters: 15
occupied-virtual parameters: 8
determinants in explicit space: 225
Tests, generic reference (largest deviations)
rotated state vs minors: 4.2e-16
state change, redundant rotation: 0.0e+00
reachability by kappa_ai only: 9.4e-16
slope minus 4F_ai: 9.6e-09 hartree
slope, redundant pairs: 0.0e+00 hartree
singlet coupling minus sqrt2 F: 5.6e-16 hartree
mixed derivative, numerical: 0.558940 hartree
mixed derivative, formula: 0.558940 hartree
mixed derivative at RHF: -3.6e-09 hartree
Ionic determinant: gradient 4F_ai in hartree
a=Li 2s, i=Li 1s: -1.270041
a=Li 2s, i=H 1s: -0.667336
a=Li 2px, i=Li 1s: -0.000000
a=Li 2px, i=H 1s: -0.000000
a=Li 2py, i=Li 1s: -0.000000
a=Li 2py, i=H 1s: -0.000000
a=Li 2pz, i=Li 1s: 0.023555
a=Li 2pz, i=H 1s: -0.822881
Element a=Li 2s, i=H 1s, in hartree
one-electron part h_ai: -0.163046
Coulomb part: -0.022594
exchange part: 0.018806
F_ai: -0.166834
singlet coupling sqrt2 F_ai: -0.235939
E(kappa_ai=+0.01): -7.12825546 hartree
E(kappa_ai=-0.01): -7.11490980 hartree
central slope: -0.667283 hartree
From ionic determinant to RHF
E ionic: -7.12149870 hartree
E RHF: -7.86186477 hartree
E from kappa_ai rotation: -7.86186477 hartree
lowering: 0.740366 hartree
angles: 45.551, 6.047 degrees
kappa Li 2s, Li 1s: 0.11654 rad
kappa Li 2s, H 1s: 0.59814 rad
kappa Li 2pz, Li 1s: -0.03897 rad
kappa Li 2pz, H 1s: 0.51993 rad
largest singlet coupling at RHF: 7.0e-10 hartree
Stationary point found by ascent
energy: -1.350132 hartree
largest singlet coupling: 2.0e-07 hartree
lowest energy at 0.05 rad: -1.358808 hartree
```
